# Highest occupied level of F and Cl: exact theory and PBE

**Q.** I measure ionization energies and electron affinities. A colleague ran PBE on the fluorine atom and found the highest occupied level near $-10$ eV, while the ionization energy is roughly 17 eV. What should that level equal in exact theory?

**A.** It depends on the side from which the electron number approaches the integer. Use atomic units in the algebra, a fixed nonrelativistic nucleus, and define $I=E(N-1)-E(N)$ and $A=E(N)-E(N+1)$. A fractional number $N+x$ means a mixture with weights $w_M\ge 0$, $\sum w_M=1$, $\sum w_M M=N+x$, and the ground-state energy is the minimum of $\sum w_M E(M)$. Assume that $E(M)$ is convex at every integer $M$; at $M=N$ this means $I\ge A$. Take $0\le x\le1$ and let $L(M)$ be the straight line through $E(N)$ and $E(N+1)$. Convexity puts every $E(M)$ on or above $L(M)$, and $L$ is linear, so
$$\sum_M w_M E(M)\ \ge\ \sum_M w_M L(M)=L(N+x)=E(N)-xA .$$
The mixture of $N$ and $N+1$ with weights $1-x$ and $x$ reaches this bound, so it is the minimum. The same argument below $N$ gives $E(N)-xI$ for $-1\le x\le0$. The slope is $-I$ on the left and $-A$ on the right.

**Q.** How does a slope become an orbital energy?

**A.** Through Janak's theorem. Write $E=\sum_j f_j\langle\phi_j|h|\phi_j\rangle+E_{Hxc}[\rho]$ with $\rho=\sum_j f_j|\phi_j|^2$ and $h$ the kinetic plus nuclear operator; spin labels are implicit. The Kohn–Sham operator is $H=h+\delta E_{Hxc}/\delta\rho$, with $H\phi_j=\varepsilon_j\phi_j$. Changing $f_i$ acts directly and through the orbitals:
$$\frac{dE}{df_i}=\langle\phi_i|H|\phi_i\rangle+\sum_j f_j\,2\,\mathrm{Re}\Big\langle\frac{d\phi_j}{df_i}\Big|H\Big|\phi_j\Big\rangle=\varepsilon_i+\sum_j f_j\varepsilon_j\frac{d}{df_i}\langle\phi_j|\phi_j\rangle=\varepsilon_i .$$
The sum vanishes because the orbitals stay normalized.

If the exact density has such a noninteracting representation, the level being filled is $-I$ just below $N$ and $-A$ just above. The two densities differ infinitesimally, so where the density is appreciable the two potentials $v^-$ and $v^+$ can differ only by a constant $\Delta_{xc}$. With $\varepsilon_H^-$ and $\varepsilon_L^-$ the highest occupied and lowest available levels of $v^-$, we have $-I=\varepsilon_H^-$ and $-A=\varepsilon_L^-+\Delta_{xc}$. Subtracting,
$$I-A=(\varepsilon_L^--\varepsilon_H^-)+\Delta_{xc}.$$

In F and Cl the triplet cation, the atom and the anion differ only in the occupation $n=2+x$ of the spin-down valence $p$ subshell, with $x=-1,0,1$. Spread $n$ equally over the three $p$ orbitals. The density is then spherical, the three levels equal one value $\varepsilon(x)$, and $dE/dx=3\cdot\tfrac13\,\varepsilon=\varepsilon(x)$. The removed and the added electron share this level, so $\varepsilon_L^-=\varepsilon_H^-$ and the whole of $I-A$ is $\Delta_{xc}$.

**Q.** And what does PBE do at that jump?

**A.** It has none. For $E_{xc}=\int e(\rho_\sigma,\nabla\rho_\sigma)\,d^3r$ the potential is $v_{xc,\sigma}=\partial e/\partial\rho_\sigma-\nabla\cdot(\partial e/\partial\nabla\rho_\sigma)$, a smooth function of the spin densities and their first and second derivatives wherever those densities are nonzero. Along a self-consistent solution followed continuously in $x$, the potential and $\varepsilon(x)$ are continuous, so $\Delta_{xc}=0$. The numerical check checks this with a spherical, spin-polarized PBE solver: one-sided energy differences to the left and right of $x=0$ are both required to match $\varepsilon(0)$ within 0.002 eV. All three are $-10.235$ eV ($-0.376$ hartree) for F and $-8.134$ eV ($-0.299$ hartree) for Cl.

**Q.** One level has to stand in for two. Why should it land in the middle?

**A.** Integrate Janak's theorem, with $I$ and $A$ now the functional's own energy differences:
$$\int_{-1}^0\varepsilon\,dx=E(0)-E(-1)=-I,\qquad \int_0^1\varepsilon\,dx=E(1)-E(0)=-A .$$
So $-(I+A)/2$ is the mean of $\varepsilon$ over $[-1,1]$. To compare the mean with the central value, integrate by parts twice, assuming two continuous derivatives. On the right, the antiderivatives $-(1-x)$ of $1$ and $-(1-x)^2/2$ of $(1-x)$ are chosen to vanish at $x=1$:
$$-A=\varepsilon(0)+\int_0^1(1-x)\,\varepsilon'\,dx=\varepsilon(0)+\tfrac12\varepsilon'(0)+\tfrac12\int_0^1(1-x)^2\varepsilon''\,dx .$$
On the left, $(1+x)$ and $(1+x)^2/2$ vanish at $x=-1$:
$$-I=\varepsilon(0)-\int_{-1}^0(1+x)\,\varepsilon'\,dx=\varepsilon(0)-\tfrac12\varepsilon'(0)+\tfrac12\int_{-1}^0(1+x)^2\varepsilon''\,dx .$$
In half the sum the $\varepsilon'(0)$ terms cancel:
$$-\frac{I+A}{2}-\varepsilon(0)=\frac14\int_{-1}^{1}(1-|x|)^2\,\varepsilon''(x)\,dx .$$
The weight is even, so odd terms in the Taylor series of $\varepsilon''$ drop out. With $\int_0^1(1-x)^2dx=\tfrac13$ the constant term gives $\tfrac14\cdot2\cdot\tfrac13\,\varepsilon''(0)=\varepsilon''(0)/6$. With $\int_0^1x^2(1-x)^2dx=\tfrac1{30}$ the term $\tfrac12x^2\varepsilon''''(0)$ gives $\tfrac14\cdot2\cdot\tfrac12\cdot\tfrac1{30}\,\varepsilon''''(0)=\varepsilon''''(0)/120$. If $E(x)$ is a parabola, $\varepsilon$ is linear and $\varepsilon(0)$ is exactly the midpoint.

Subtracting the two lines keeps only the odd terms of $\varepsilon''$. With $\int_0^1x(1-x)^2dx=\tfrac1{12}$,
$$I-A=\varepsilon'(0)+\tfrac12\cdot2\cdot\tfrac1{12}\,\varepsilon'''(0)+\dots=\varepsilon'(0)+\varepsilon'''(0)/12+\dots$$
The exact step of height $I-A$ is replaced by a ramp of nearly that slope. The result concerns the level; it does not show that the PBE potential equals $(v^-+v^+)/2$ point by point.

**Q.** Show me the numbers.

**A.** All entries are in eV.

| | F | Cl |
|---|---|---|
| $I$, $A$ (PBE) | 17.846, 3.955 | 13.063, 3.756 |
| $-(I+A)/2$ | $-10.901$ | $-8.410$ |
| $\varepsilon(0)$ | $-10.235$ | $-8.134$ |
| remainder | $-0.665$ | $-0.275$ |
| $\varepsilon''(0)/6$ | $-0.640$ | $-0.268$ |
| $\varepsilon'(0)$ | 14.073 | 9.386 |
| $I-A$ | 13.891 | 9.307 |

For F, $(17.846+3.955)/2=10.90$, and $-10.90+10.235=-0.665$. Relative to the half gap $(I-A)/2$ this is $0.665/6.945=9.6\%$, and for Cl $0.275/4.654=5.9\%$; the program requires less than 15%. The integrals of the eigenvalues are tested against the energy differences $-I$ and $-A$ to 0.002 eV. The kernel integral, built from a polynomial fit to eigenvalues alone, is tested against the remainder to 0.005 eV. The leading term is $-3.838/6=-0.640$ for F and $-1.607/6=-0.268$ for Cl. The slope $\varepsilon'(0)$ exceeds $I-A$ by $0.182/13.891=1.3\%$ for F and $0.079/9.307=0.8\%$ for Cl. The ramp for F runs from $-25.98$ eV in the cation to $+1.39$ eV in the anion.

**Q.** Would any continuous functional do the same?

**A.** Continuity alone does not guarantee it. For a convex smooth curve $\varepsilon$ increases, so the two integrals give only $-I\le\varepsilon(0)\le-A$. Take the model curve $E(x)=b(e^{-cx}-1)$, which stands for no particular functional. Then $I=b(e^c-1)$ and $A=b(1-e^{-c})=Ie^{-c}$, so $c=\ln(I/A)$ and $b=I/(I/A-1)=IA/(I-A)$. The slope at zero is
$$-bc=-\frac{IA\,\ln(I/A)}{I-A}.$$
With the PBE values for F this is $-70.6\times1.507/13.891=-7.66$ eV, which is 3.2 eV above the mean; for Cl it is $-6.57$ eV, 1.8 eV above. The midpoint needs a small kernel integral, that is, the cubic, quintic and higher odd terms of $E(x)$ must add up to little. Even terms such as $x^4$ cancel from the mean and do no harm, and a nearly quadratic $E(x)$ is the simplest way to meet the condition.

**Q.** Then why is the PBE energy nearly quadratic?

**A.** Freeze the orbitals of the neutral atom, so $\rho=\rho_0+x\rho_p$ with $\rho_p$ the normalized spherical $p$ density. Kinetic and nuclear energies are linear in $x$. The Hartree energy is
$$\tfrac12\iint\frac{\rho\rho}{r_{12}}=E_H[\rho_0]+x\iint\frac{\rho_0\rho_p}{r_{12}}+\tfrac12x^2J,\qquad J=\iint\frac{\rho_p\rho_p}{r_{12}},$$
an exact parabola. Only exchange and correlation can add higher powers. For F the frozen curvature is 20.97 eV and $J=22.77$ eV, leaving $-1.80$ eV for exchange and correlation; for Cl the three numbers are 12.28, 13.33 and $-1.05$ eV. The frozen analogue of the remainder, $[E_{fz}(1)-E_{fz}(-1)]/2-\varepsilon(0)$, is only $+0.055$ and $+0.035$ eV.

Now relax. If the self-consistent solution is a minimum at fixed occupations, $E_{fz}(x)-E(x)\ge0$ with equality at $x=0$. That point is a minimum of the difference, so $\varepsilon'(0)\le E_{fz}''(0)$; the computed pairs are $14.07<20.97$ and $9.39<12.28$ eV. The remainder changes from $+0.055$ to $-0.665$ eV in F, so its sign and most of its size come from relaxation. The program tests that the orbital swells and $J$ falls as charge is added: in F, $\langle r\rangle$ is 0.535, 0.596 and 0.706 Å, and $J$ is 25.0, 22.8 and 20.2 eV. A curvature that falls with $x$ means $\varepsilon''<0$, which is also tested. The average rate of fall of $J$ is $(20.170-25.001)/2=-2.4$ eV, against $\varepsilon''(0)=-3.8$ eV: the right sign, and not the full size. That the rest is stronger screening by the looser electrons is a conjecture. The smallness of the relaxed remainder is a computed fact for these two atoms, with no general bound behind it.

**Q.** These are PBE's own $I$ and $A$. What about better ones?

**A.** Frozen-core UCCSD(T) in the small aug-cc-pVDZ basis gives $I=17.115$ and $A=3.226$ eV for F, mean $-10.171$ eV, and 12.572 and 3.431 eV for Cl, mean $-8.002$ eV. Minimizing over mixtures of these three states numerically returns the slopes $-I$ and $-A$. The PBE level differs from the mean by $-0.06$ eV (F) and $-0.13$ eV (Cl), and lies 6.9 and 4.4 eV above $-I$. These references are not converged in the basis: in aug-cc-pVTZ the F values become $I=17.27$ and $A=3.31$ eV, mean $-10.29$ eV, so the difference changes sign to $+0.05$ eV and the distance to $-I$ becomes 7.0 eV.

That agreement is closer than the argument earns. The PBE mean lies below the coupled-cluster mean by $10.901-10.171=0.73$ eV in F, and $\varepsilon(0)$ lies above the PBE mean by 0.665 eV, so the two nearly cancel. In Cl, $-0.408+0.275=-0.133$ eV. The 0.73 eV mixes the error of the functional, the spherical occupation and the small reference basis, which were not fully separated; going to aug-cc-pVTZ alone reduces it to 0.61 eV. The individual terms show that "near" means within several tenths of an eV.

**Q.** The anion level is positive. Is $A$ even defined?

**A.** In a basis too compact to hold charge far from the atom, yes, although the value of the positive level depends on how diffuse the basis is. Far from the anion the PBE electron feels the net charge $-1$, a repulsive $+1/r$, and a state with $\varepsilon(1)=1.385$ eV (F) or 0.248 eV (Cl) sits behind that barrier. Lowering the smallest exponent from 0.143 to 0.089 Å$^{-2}$ moves $A$ from 3.955 to 3.959 eV in F, inside the tested 0.02 eV. The level itself moves more: with the uncontracted $s$ and $p$ functions of aug-cc-pV5Z, F has $\varepsilon(1)=1.47$ eV, $A=3.946$ eV and a remainder of $-0.661$ eV, and one added $p$ exponent of 0.079 Å$^{-2}$ gives $\varepsilon(1)=1.34$ eV. In a complete basis the charge beyond roughly $x_c$, where $\varepsilon(x_c)=0$, leaves the atom. If the escaped charge carried no energy, $E$ would stay flat and $A$ would grow by $\int_{x_c}^1\varepsilon\,dx$. Estimated in the basis used here, $x_c=0.845$ for F, and a triangle estimate gives $\tfrac12\times1.385\times0.155=0.11$ eV, matching $4.065-3.955=0.110$ eV; the mean shifts by half of this. For Cl the same basis gives $x_c=0.965$ and a change of 0.004 eV. These are lower estimates, because in PBE a small fractional charge binds itself: its exchange-correlation energy outweighs its Hartree repulsion, and a free spin-polarized Gaussian cloud reaches $-0.05$ eV for 0.155 electron and $-0.007$ eV for 0.035 electron.

**Q.** Does the rule hold for every open-shell atom?

**A.** The derivation does not carry over, because it needs a shared level. If the electron leaves $\varepsilon_H$ and enters $\varepsilon_L$, with one-sided curvatures $\kappa_-$ and $\kappa_+$, the two integrations by parts give $-I\approx\varepsilon_H-\kappa_-/2$ and $-A\approx\varepsilon_L+\kappa_+/2$ at quadratic order. Their half sum, with $\varepsilon_L=\varepsilon_H+\Delta$, is
$$-\frac{I+A}{2}\approx\varepsilon_H+\frac{\Delta}{2}+\frac{\kappa_+-\kappa_-}{4}.$$
Nitrogen loses a spin-up $2p$ electron at $-8.304$ eV and gains a spin-down one at $-4.135$ eV, so $\Delta=4.17$ eV. The energy slopes, $-8.335$ and $-4.111$ eV, are tested against these levels to 0.1 eV; a one-sided step $h=0.005$ biases each outward by about $\kappa h/2$, and the jump comes out as 4.22 eV. PBE has a kink here, so the kernel identity does not apply. The biases, 0.031 and 0.024 eV, imply $\kappa_-\approx12.4$ and $\kappa_+\approx9.6$ eV, so the curvature term, $(9.6-12.4)/4=-0.7$ eV, offsets part of $\Delta/2=2.1$ eV. The neglected higher-order terms came to $-0.665$ eV in F and can be comparable here. The $I$ and $A$ of nitrogen are not computed in the program, so this example shows that the argument for the midpoint is lost, not that the HOMO lies far from it.

**Q.** My colleague used whole occupations, two spin-down $p$ orbitals filled and one empty. Does that matter?

**A.** For the levels, little in PBE and much in Hartree–Fock; the effect on $I$ and $A$ is not computed here. In PBE all spin-down orbitals see one local potential, and only its anisotropy splits them. In aug-cc-pVDZ the F levels are $-10.28$ and $-9.39$ eV, a gap of 0.9 eV against $I-A=13.9$ eV; for Cl they are $-8.10$ and $-7.85$ eV.

In Hartree–Fock an orbital $k$ feels $\sum_j(J_{kj}-K_{kj})$ from occupied orbitals $j$ of its own spin, and $J_{kk}=K_{kk}$. Take a common radial function, with $p_x$ and $p_y$ filled. Then $p_x$ feels $J_{xy}-K_{xy}$, while the empty $p_z$ feels $(J_{zx}-K_{zx})+(J_{zy}-K_{zy})$, twice as much by symmetry. The filled spin-up shell and the $s$ shells are spherical and shift both equally. The gap is therefore one Coulomb repulsion less one exchange integral, of the order of $J$. The UHF gaps are 19.4 eV (F) and 11.8 eV (Cl), the empty level being basis dependent and more diffuse than the filled ones, so the common radial function is only a rough picture (for F in aug-cc-pVTZ the gap is 19.5 eV and $J_{xy}-K_{xy}$ is 20.9 eV), and the occupied levels, $-18.5$ and $-13.0$ eV, are tested to lie nearer $-I$ than the midpoint.

## Table of computed values

```
hartree = 27.2114 eV, bohr = 0.52918 angstrom
basis 23s17p, ratio 2, smallest exponent 0.1428 (diffuse 0.0893) angstrom^-2
quantity                             F        Cl
PBE eps(-1), cation            -25.975   -18.199 eV
PBE eps(0), atom               -10.235    -8.134 eV
PBE eps(+1), anion               1.385     0.248 eV
left slope of E at 0           -10.235    -8.134 eV
right slope of E at 0          -10.235    -8.134 eV
PBE I                           17.846    13.063 eV
PBE A                            3.955     3.756 eV
int eps over [-1,0]            -17.846   -13.063 eV
int eps over [0,1]              -3.955    -3.756 eV
PBE -(I+A)/2                   -10.901    -8.410 eV
-(I+A)/2 - eps(0)               -0.665    -0.275 eV
kernel integral                 -0.665    -0.275 eV
eps''(0)                        -3.838    -1.607 eV
eps''(0)/6                      -0.640    -0.268 eV
PBE (I-A)/2                      6.945     4.654 eV
PBE I-A                         13.891     9.307 eV
relaxed curvature eps'(0)       14.073     9.386 eV
frozen curvature                20.973    12.281 eV
frozen xc curvature             -1.795    -1.052 eV
frozen mean - eps(0)             0.055     0.035 eV
J cation                        25.001    14.277 eV
J atom                          22.768    13.332 eV
J anion                         20.170    12.207 eV
<r> of p, cation                 0.535     0.914 angstrom
<r> of p, atom                   0.596     0.984 angstrom
<r> of p, anion                  0.706     1.091 angstrom
x_c, last bound charge           0.845     0.965 electron
A ended at x_c                   4.065     3.760 eV
A, more diffuse basis            3.959     3.758 eV
exponential-curve slope         -7.656    -6.571 eV
CCSD(T) I                       17.115    12.572 eV
CCSD(T) A                        3.226     3.431 eV
ensemble slope, left           -17.115   -12.572 eV
ensemble slope, right           -3.226    -3.431 eV
CCSD(T) I-A                     13.889     9.142 eV
CCSD(T) -(I+A)/2               -10.171    -8.002 eV
eps(0) - CCSD(T) mean           -0.064    -0.133 eV
eps(0) + CCSD(T) I               6.880     4.438 eV
integer-occ PBE HOMO           -10.282    -8.103 eV
integer-occ PBE LUMO            -9.387    -7.849 eV
integer-occ PBE gap              0.895     0.255 eV
UHF HOMO                       -18.514   -13.048 eV
UHF LUMO                         0.879    -1.288 eV
UHF gap                         19.393    11.760 eV
eps(0), converted               -0.376    -0.299 hartree
PBE -(I+A)/2, converted         -0.401    -0.309 hartree
N radial minus pyscf energy: -2.6e-10 eV
N 2p up -8.304 eV, 2p down -4.135 eV, splitting 4.169 eV
N slopes (step 0.005): left -8.335 eV, right -4.111 eV, jump 4.223 eV
```
